# PBE pseudopotentials in PBE0: core-valence exchange estimate for silicon and gallium, part 2

A norm-conserving PBE pseudopotential is used unchanged in PBE0 with mixing $\alpha=1/4$. For valence level $i$ the inconsistency is
$$D_i=\varepsilon_i^{A}-\varepsilon_i^{P},$$
with $A$ the all-electron PBE0 atom and $P$ the PBE0 pseudo-atom in the same configuration. The cases are Si $3s^23p^2$, Ga $4s^24p^1$ with $3d$ in the core, and Ga with $3d^{10}$ in the valence. The model is nonrelativistic, spin-unpolarized and spherically averaged, with $f_j$ electrons in shell $j$. Formulas are in Hartree atomic units, energies in eV, radii in bohr.

The density is $n=n_c+n_v$ (core plus valence); a tilde marks pseudo quantities, and $\tilde n_v^0$ is the reference pseudo valence density. $K_c$, $K_v$ are the core and valence Fock operators (negative sign), $v_x$, $v_{xc}$ the PBE potentials, $T$ the kinetic and $v_H$ the Hartree term, $\phi_i$ the orbitals. $V_l^{\rm scr}$ reproduces the PBE level, and pseudo orbitals differ from true ones inside $r_c$.

$$V_l^{\rm ion}=V_l^{\rm scr}-v_H[\tilde n_v^0]-v_{xc}[\tilde n_v^0],$$
$$H^P=T+V_l^{\rm ion}+v_H[\tilde n_v]+v_{xc}[\tilde n_v]+\alpha\,(\tilde K_v-v_x[\tilde n_v]).$$

The core-valence operator is $W=K_c-v_x^{cv}$, with $v_x^{cv}=v_x[n]-v_x[n_v]$. The estimate is $D_i^{\rm est}=\alpha\langle\phi_i|W|\phi_i\rangle$ with PBE orbitals. With orbitals frozen at the PBE reference,
$$D_i^{\rm bare}=\alpha\langle W\rangle_i+\alpha\Delta_i^{\rm ps},$$
$$\Delta_i^{\rm ps}=\langle\phi_i|K_v-v_x[n_v]|\phi_i\rangle-\langle\tilde\phi_i|\tilde K_v-v_x[\tilde n_v]|\tilde\phi_i\rangle .$$

Adding $-\lambda\alpha\sum_jf_j\langle\phi_j|W|\phi_j\rangle$ to the energy gives the screened response
$$\frac{d\varepsilon_i}{d\lambda}=-\alpha\Big[\langle W\rangle_i+2\sum_jf_j\Big\langle\frac{\partial\phi_j}{\partial f_i}\Big|W\Big|\phi_j\Big\rangle\Big].$$
With relaxed orbitals, also
$$\frac{d\varepsilon_i}{d\alpha}=\frac{\partial}{\partial f_i}\big(E_x^{\rm Fock}-E_x^{\rm PBE}\big).$$

For Si this gives the complete first-order value $\tfrac14\,dD/d\alpha$ at $\alpha=0$: $-0.038$ eV for $3s$ and $-0.001$ eV for $3p$. The bare sums are $-0.021$ and $+0.012$ eV.

| level | $D^{\rm est}$ |
|---|---|
| Si $3s$ | $-0.134$ |
| Si $3p$ | $-0.059$ |
| Ga $4s$, $d$ core | $-0.065$ |
| Ga $4p$, $d$ core | $-0.049$ |
| Ga $4s$, $d$ valence | $-0.186$ |
| Ga $4p$, $d$ valence | $-0.070$ |
| Ga $3d$ | $-2.285$ |

In the numerical output, G0, G1, G2 are the radial exchange integrals, with $u_j=rR_j$ the normalized radial orbitals:
$$G^k(i,j)=\iint u_iu_j(r)\,\frac{r_<^k}{r_>^{k+1}}\,u_iu_j(r')\,dr\,dr' .$$

**Core relaxation.** In $A$ the core orbitals also respond to $\alpha$. In the relation for $d\varepsilon_i/d\alpha$ the sum over relaxing shells includes the core for $A$ and excludes it for a frozen core, so the difference is again of first order, although the frozen-core error of the total energy is of second order by stationarity.

**A split at finite $\alpha$.** Two auxiliary self-consistent runs at $\alpha=1/4$ separate the pieces. $F$ is all-electron PBE0 with the core frozen at its PBE form and the valence kept orthogonal to it. $M$ is $F$ with the fixed operator $-\alpha W$ added, $W$ built at the PBE reference. The identity

$$D=(A-F)+(F-M)+(M-P)$$

then has three readable terms. $A-F$ is core relaxation. $F-M$ is the integral of $-d\varepsilon_i/d\lambda$ from $\lambda=0$ to $1$, the screened core-valence term; it differs from $-d\varepsilon_i/d\lambda$ at $\lambda=1/2$ by at most $4.2\times10^{-5}$ eV in these cases. The midpoint slope equals the integral whenever $\varepsilon_i$ is quadratic in $\lambda$, whatever the size of the quadratic term, so this agreement limits only terms of third and higher order; the term quadratic in $W$ was not measured. In $M$ the bare $\alpha$ term is $\alpha(K_c+K_v-v_x[n])-\alpha W=\alpha(K_v-v_x[n_v])$, so the bare part of $M-P$ is $\alpha\Delta^{\rm ps}$; its relaxed part also holds the difference between an exchange-correlation response evaluated at $n$ and one evaluated at $\tilde n_v$. In eV:

| level | $\alpha\Delta^{\rm ps}$ | $A-F$ | $F-M$ | $M-P$ | $D$ |
|---|---|---|---|---|---|
| Si $3s$ | $0.113$ | $0.007$ | $-0.080$ | $0.039$ | $-0.034$ |
| Si $3p$ | $0.071$ | $0.001$ | $-0.012$ | $0.010$ | $-0.001$ |
| Ga $4s$, $d$ core | $0.081$ | $0.071$ | $-0.039$ | $0.031$ | $0.064$ |
| Ga $4p$, $d$ core | $0.039$ | $0.012$ | $-0.025$ | $0.004$ | $-0.009$ |
| Ga $4s$, $d$ val. | $0.264$ | $0.001$ | $-0.018$ | $0.116$ | $0.100$ |
| Ga $4p$, $d$ val. | $0.158$ | $0.000$ | $0.008$ | $0.036$ | $0.044$ |
| Ga $3d$ | $-0.113$ | $0.007$ | $-1.135$ | $-0.576$ | $-1.705$ |

For Si $3s$, $0.007-0.080+0.039=-0.034$ eV, in accord with $\varepsilon^A-\varepsilon^P=-12.226+12.192$. Against the linear value $-0.038$ eV, orders beyond the first contribute $0.004$ eV.

**Nonlinear core correction.** With a model core $\tilde n_c$ the unscreening subtracts $v_{xc}[\tilde n_v^0+\tilde n_c]$. Take the convention in which the hybrid run scales the whole semilocal exchange, adding $\alpha(\tilde K_v-v_x[\tilde n_v+\tilde n_c])$; call its levels $N$. Compared with $H^P$, $v_x[\tilde n_v]$ is replaced by $v_x[\tilde n_v+\tilde n_c]$ in a term that enters $D$ with a plus sign, so

$$D_i^{\rm bare,N}=D_i^{\rm bare}+\alpha\langle\tilde\phi_i|v_x[\tilde n_v+\tilde n_c]-v_x[\tilde n_v]|\tilde\phi_i\rangle .$$

A quarter of the PBE exchange with the model core is removed and no Fock term replaces it. For a full core and unpseudized orbitals the added element is $\alpha\langle v_x^{cv}\rangle$, $\Delta^{\rm ps}=0$, and $D^{\rm bare,N}=\alpha(\langle K_c\rangle-\langle v_x^{cv}\rangle)+\alpha\langle v_x^{cv}\rangle=\alpha\langle K_c\rangle$: the cancellation inside $W$ is lost. If the run instead subtracts $\alpha v_x[\tilde n_v]$, the added element is absent and the bare term is $D^{\rm bare}$; that variant was not run self-consistently. The model core used equals $n_c$ beyond 1.2 bohr and is the exponential of a quartic even polynomial inside, matched in value and two derivatives. For Si $3s$ the bare error moves from $-0.021$ to $-0.195$ eV, part of the way to $\alpha\langle K_c\rangle=-0.531$ eV, and the self-consistent $A-N$ is $-0.095$ eV. For Ga $4s$ with $d$ in the core the bare value is $-0.502$ eV against the limit $-0.763$ eV, and $A-N=-0.179$ eV. For $3d$, $A-N=-2.364$ eV.

## Comparison

**Ga $3d$.** Here the estimate has the right sign and order: $-2.285$ eV against $D=-1.705$ eV, too large in magnitude by a factor 1.34. The closeness is partly a compensation. Screening halves the core-valence term, $(F-M)/D^{\rm est}=0.50$, and the remainder $M-P=-0.576$ eV restores part of it, although its bare value is $-0.113$ eV. The all-electron level drops from $-19.774$ eV in PBE to $-23.394$ eV in PBE0, by $3.620$ eV; the pseudo level drops to $-21.690$ eV, by $1.916$ eV. The pseudopotential misses $1.705/3.620=47\%$ of the hybrid shift. The ordinary PBE transferability error of the same potential, measured as the all-electron minus pseudo level in the cation with one $p$ electron removed, is $-0.034$ eV, fifty times smaller than $D$.

**The $s$ and $p$ levels.** The estimate does not predict $D$. For Si it is 4.0 times $D$ for $3s$, and for $3p$ it is $-0.059$ eV where $D$ is $-0.001$ eV, of the same size as the cation error of $-0.001$ eV. For Ga it has the wrong sign for $4s$ in both partitions ($-0.065$ against $0.064$ eV, $-0.186$ against $0.100$ eV) and for $4p$ with $d$ in the valence ($-0.070$ against $0.044$ eV). In all six levels $\alpha\Delta^{\rm ps}$ is positive and between 0.8 and 2.3 times $|D^{\rm est}|$, from $0.039/0.049$ to $0.158/0.070$. Both $|D|$ and $|D^{\rm est}|$ stay below 0.2 eV for these six levels, and none of $|A-F|$, $|F-M|$, $|M-P|$ exceeds 1.1 times $|D^{\rm est}|$ (the largest ratio is $0.071/0.065$), though several are far smaller. Relative to the all-electron shift from PBE to PBE0, $|D|$ is $0.034/1.458=2\%$ for Si $3s$, $0.064/1.109=6\%$ and $0.100/1.109=9\%$ for Ga $4s$, and $0.044/0.384=11\%$ for Ga $4p$ with $d$ in the valence. The $p$ levels rise from PBE to PBE0 in this spherical model (Si $3p$ from $-4.090$ to $-3.923$ eV), where the self-exchange of a spin orbital carries the fractional weight $f/6$; their absolute positions belong to the model.

The table locates the failures. With $d$ in the core, the largest term for $4s$ is core relaxation, $0.071$ eV, which falls to $0.001$ eV once $3d$ is moved to the valence; the relaxing shell is therefore the $3d$. With $d$ in the valence the largest term is $M-P=0.116$ eV. The screened term is then nearly gone for $4s$ (ratio 0.10) and reversed for $4p$ (ratio $-0.11$), against 0.60 and 0.51 with $d$ in the core. These ratios compare a shift among PBE0 orbitals with an element between PBE orbitals and so include corrections of higher order in $\alpha$. Each valence shell has its own $l$, so the screening sum can be split by letting $W$ act in one channel at a time. For $4s$ the $s$, $p$ and $d$ channels give about $-0.135$, $0.039$ and $0.081$ eV: the $3d$ term is the largest offset but cancels less than half of the direct $-0.186$ eV. A plausible picture is that $W$ pulls ten $d$ electrons inward, where they shield the nucleus better from $4s$. For $4p$ the three channels give about $0.032$, $-0.034$ and $0.011$ eV, so there the $4s$ shell matters more than the $3d$.

**Level spacings.** A common shift of all levels drops out of the $p$–$s$ spacing. Its error $D_p-D_s$ is $0.032$ eV for Si (estimate $0.076$, bare sum $0.033$ eV), $-0.072$ eV for Ga with $d$ in the core (estimate $0.016$, bare sum $-0.025$ eV) and $-0.056$ eV with $d$ in the valence (estimate $0.116$, bare sum $0.010$ eV). The closeness of the bare sum for Si does not carry over to Ga. The estimate has the wrong sign for Ga here as well. Moving $3d$ into the valence changes this error little and exposes a new one: the $3d$–$4s$ spacing is $-23.394+9.819=-13.575$ eV in $A$ and $-21.690+9.919=-11.771$ eV in $P$, too small in magnitude by 1.80 eV.

**With the core correction.** In the convention used, the spacing error grows to $0.110$ eV for Si and $0.190$ eV for Ga with $d$ in the core, and is $-0.048$ eV with $d$ in the valence. For the $s$ levels of the PBE cation this model core raises the net error for Si $3s$ (from $-0.003$ to $-0.010$ eV) and for Ga $4s$ with $d$ in the core (from $0.004$ to $0.045$ eV), and reduces it for Ga $4s$ with $d$ in the valence (from $-0.006$ eV to below $0.001$ eV in magnitude). This net error also contains the relaxation of the all-electron core in the cation, which a fixed pseudopotential cannot follow. A small value can therefore be a cancellation, and these numbers alone do not rank the two unscreening schemes. The numbers above refer to one model-core radius and one set of $r_c$. Scaling all $r_c$ by 0.8 and by 1.2 keeps the signs but moves $D$ to about $-1.54$ and $-1.88$ eV for $3d$ (42% and 52% of the hybrid shift), $-0.04$ and $-0.02$ eV for Si $3s$, $0.055$ and $0.080$ eV for Ga $4s$ with $d$ in the core and $0.085$ and $0.117$ eV with $d$ in the valence, and the largest ratio $\alpha\Delta^{\rm ps}/|D^{\rm est}|$ to 2.1 and 2.5. Thus $\Delta^{\rm ps}$, $M-P$, $D$ and $N$ depend on these choices, while $D^{\rm est}$, $A-F$ and $F-M$ are all-electron quantities fixed by the core-valence partition alone.

## Computed values

```
alpha = 0.25; model core radius 1.2 bohr; 1 Ha = 27.2114 eV; 63 knot intervals
Gaussian check, Ga 4s 4p 3d Fock (1s..3d): -3.0423 -1.3285 -56.8446 eV
Gaussian check, Ga 4s 4p 3d <vx[n]>: -10.2588 -6.5225 -41.9413 eV
radial vs Gaussian integrals, max dev: Fock 1.1e-13 eV, PBE 1.8e-14 eV
Si: rc 3s 1.85, 3p 1.85 bohr; model core charge 5.221 e
 3s eps: PBE -10.768 A -12.226 P -12.192 N -12.130 eV
 3s <Kc> -2.125 <vx cv> -1.587 estimate -0.134 ps/4 0.113 bare sum -0.021 eV
 3s A-F 0.007 F-M -0.080 M-P 0.039 D -0.0338 eV; (F-M)/est 0.60 est/D 3.97
 3s NLCC: <Kc>/4 -0.531 bare -0.195 A-N -0.095 eV
 3s cation PBE error AE-PP: -0.003, with NLCC -0.010 eV
 3p eps: PBE -4.090 A -3.923 P -3.921 N -3.937 eV
 3p <Kc> -1.189 <vx cv> -0.955 estimate -0.059 ps/4 0.071 bare sum 0.012 eV
 3p A-F 0.001 F-M -0.012 M-P 0.010 D -0.0014 eV; (F-M)/est 0.21 est/D 42.53
 3p NLCC: <Kc>/4 -0.297 bare -0.059 A-N 0.014 eV
 3p cation PBE error AE-PP: -0.001, with NLCC -0.007 eV
 p-s: estimate 0.076 bare sum 0.033 F-M 0.068 D 0.032 A-N 0.110 eV
 3s G0(1s) G0(2s) G1(2p): 0.3692 0.7776 0.9779 eV
 3p G1(1s) G1(2s) G0(2p) G2(2p): 0.4259 0.4950 0.6376 0.6121 eV
 SCF slope dD/dalpha / 4: 3s -0.038 3p -0.001 eV
Ga[d core]: rc 4s 2.15, 4p 2.45 bohr; model core charge 16.893 e
 4s eps: PBE -8.710 A -9.819 P -9.883 N -9.640 eV
 4s <Kc> -3.053 <vx cv> -2.793 estimate -0.065 ps/4 0.081 bare sum 0.016 eV
 4s A-F 0.071 F-M -0.039 M-P 0.031 D 0.0636 eV; (F-M)/est 0.60 est/D -1.02
 4s NLCC: <Kc>/4 -0.763 bare -0.502 A-N -0.179 eV
 4s cation PBE error AE-PP: 0.004, with NLCC 0.045 eV
 4p eps: PBE -2.616 A -2.232 P -2.223 N -2.243 eV
 4p <Kc> -1.333 <vx cv> -1.139 estimate -0.049 ps/4 0.039 bare sum -0.009 eV
 4p A-F 0.012 F-M -0.025 M-P 0.004 D -0.0086 eV; (F-M)/est 0.51 est/D 5.64
 4p NLCC: <Kc>/4 -0.333 bare -0.174 A-N 0.011 eV
 4p cation PBE error AE-PP: -0.024, with NLCC 0.029 eV
 p-s: estimate 0.016 bare sum -0.025 F-M 0.014 D -0.072 A-N 0.190 eV
 3d share of <Kc>: 4s -1.259 4p -0.604 eV
Ga[d val]: rc 4s 2.15, 4p 2.45, 3d 1.85 bohr; model core charge 8.888 e
 4s eps: PBE -8.710 A -9.819 P -9.919 N -9.923 eV
 4s <Kc> -1.793 <vx cv> -1.050 estimate -0.186 ps/4 0.264 bare sum 0.078 eV
 4s A-F 0.001 F-M -0.018 M-P 0.116 D 0.0999 eV; (F-M)/est 0.10 est/D -1.86
 4s NLCC: <Kc>/4 -0.448 bare -0.021 A-N 0.104 eV
 4s cation PBE error AE-PP: -0.006, with NLCC -0.000 eV
 4p eps: PBE -2.616 A -2.232 P -2.276 N -2.288 eV
 4p <Kc> -0.729 <vx cv> -0.449 estimate -0.070 ps/4 0.158 bare sum 0.088 eV
 4p A-F -0.000 F-M 0.008 M-P 0.036 D 0.0439 eV; (F-M)/est -0.11 est/D -1.60
 4p NLCC: <Kc>/4 -0.182 bare 0.060 A-N 0.056 eV
 4p cation PBE error AE-PP: -0.003, with NLCC 0.001 eV
 3d eps: PBE -19.774 A -23.394 P -21.690 N -21.030 eV
 3d <Kc> -18.769 <vx cv> -9.630 estimate -2.285 ps/4 -0.113 bare sum -2.397 eV
 3d A-F 0.007 F-M -1.135 M-P -0.576 D -1.7046 eV; (F-M)/est 0.50 est/D 1.34
 3d NLCC: <Kc>/4 -4.692 bare -3.792 A-N -2.364 eV
 3d cation PBE error AE-PP: -0.034, with NLCC -0.035 eV
 p-s: estimate 0.116 bare sum 0.010 F-M 0.026 D -0.056 A-N -0.048 eV
PP minus AE PBE level (eV): 6.0e-09 3.8e-10 5.8e-09 3.5e-10 5.8e-09 3.5e-10 1.1e-08
max dev (eV): tm 1.1e-08 vx 2.4e-08 bare 1.8e-07 scr 1.9e-06 alp 4.0e-05
max |F-M minus midpoint slope| 4.2e-05 eV
```
